**Deprotection rates with reversible protonation**

For fast protonation the apparent rate per remaining group is $k_2h/(K+h)$, where $h$ is the free acid density, $K=k_{\rm off}/k_{\rm on}$ the dissociation density and $k_2$ the cleavage rate. In total acid $a$, with $s$ remaining groups per volume, it starts as $k_2a/(K+s)$, saturates at $k_2$, and becomes $k_2a/(K+a)$ late in the reaction. The program asserts the equilibrium law against explicit canonical sums and the barrier-crossing rate against quadrature. It integrates the full mass-action equations and asserts the conversion times, the lag behind equilibrium and the late rates. Finite differences test the reaction orders, and eigenvalues of the late-stage rate matrix test the slow-protonation limits and the activation energies. The largest relative error in the remaining groups at the predicted half and three-quarter conversion times is $1.7\times10^{-3}$, and in the case tested the error falls tenfold when protonation is made ten times faster. With $k_{\rm off}=k_2$ the linear rise and the plateau remain, but the low-acid slope is half of $k_2/K$. All parameters are round model values, not data for a particular resist.

## Program and output

```python
"""Acid-catalysed deprotection with fast reversible protonation.

Mechanism: P + H <-> C (k_on, k_off), C -> D + H (k2).
a = total acid, s = remaining groups (P + C), h = free acid, K = k_off/k_on.
Result under test: the apparent rate per remaining group is k2*h/(K+h).
It is linear in acid at low acid, with slope k2/(K+s) in total acid, and
saturates at k2.  Late in the reaction it becomes k2*a/(K+a).
Energies are in eV, densities in 1/angstrom^3, rates as hbar*k in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import gammaln

T = 0.032            # thermal energy
G_CLEAVE = 1.05      # free-energy barrier of bond cleavage
G_OFF = 0.85         # free-energy barrier of proton release
B = 0.08             # proton binding free energy at density N_REF
N_REF = 0.01         # reference density
S0 = 0.002           # initial density of protected groups
ACIDS = [1e-5, 1e-4, 1e-3, 1e-2]
HBAR_EV_S = const.hbar / const.e
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]


def barrier_rate(temp, barrier):
    return temp / (2 * np.pi) * np.exp(-barrier / temp)


def dissociation_density(temp):
    return N_REF * np.exp(-B / temp)


def bound_density(a, s, K):
    total = a + s + K
    return 2 * a * s / (total + np.sqrt(total**2 - 4 * a * s))


def scaled_time(fraction, a, K):
    """k2*t at which the given fraction of groups remains."""
    p0 = S0 - bound_density(a, S0, K)
    s = fraction * S0
    p = s - bound_density(a, s, K)
    value = K * np.log(p0 / p) + p0 - p
    value += a * np.log(p0 * (K + p) / (p * (K + p0)))
    return value / a


def full_kinetics(a, t_end, ratio, K):
    """Integrate all species; time in 1/k2, ratio = k2/k_off.

    Densities are scaled by K inside; the start has no bound protons.
    """
    fast = 1 / ratio

    def rhs(t, y):
        p, h, c, d = y
        net = fast * (p * h - c)
        return [-net, -net + c, net - c, c]

    def jac(t, y):
        p, h, c, d = y
        row = np.array([fast * h, fast * p, -fast, 0.0])
        cleave = np.array([0.0, 0.0, 1.0, 0.0])
        return np.array([-row, -row + cleave, row - cleave, cleave])

    sol = solve_ivp(rhs, (0, t_end), [S0 / K, a / K, 0.0, 0.0],
                    method="Radau", jac=jac, rtol=1e-8, atol=1e-11)
    assert sol.success
    return sol.y[:, -1] * K


def slow_eigenvalue(k_on_a, k_off, k2):
    matrix = np.array([[-k_on_a, k_off], [k_on_a, -(k_off + k2)]])
    return np.min(-np.linalg.eigvals(matrix).real)


K = dissociation_density(T)
k2 = barrier_rate(T, G_CLEAVE)
k_off = barrier_rate(T, G_OFF)
k_on = k_off / K
eps = k2 / k_off

# Thermal flux over a barrier top, in atomic units, for two masses.
T_au = T / HARTREE_EV
for mass in (1.0, 1836.0):
    width = np.sqrt(mass * T_au)
    flux = quad(lambda x: width * x / mass * np.exp(-x * x / 2)
                * width / (2 * np.pi), 0, 40)[0]
    assert abs(flux * HARTREE_EV * np.exp(-G_CLEAVE / T) / k2 - 1) < 1e-7

# Explicit canonical sum over the number of bound protons in a finite volume.
volume = 1e8
sites = int(round(S0 * volume))
for a in ACIDS:
    protons = int(round(a * volume))
    n = np.arange(min(sites, protons) + 1)
    logw = (-gammaln(n + 1) - gammaln(sites - n + 1)
            - gammaln(protons - n + 1) - n * np.log(K * volume))
    weight = np.exp(logw - logw.max())
    mean_bound = np.sum(n * weight) / np.sum(weight) / volume
    assert abs(mean_bound / bound_density(a, S0, K) - 1) < 1e-3
    # Size of the error made by the hyperbola in total acid.
    excess = 1 - mean_bound / (S0 * a / (K + a))
    assert 0 < excess < S0 / (K + a + S0)

# Conversion times against full mass-action kinetics.
# The equilibrium law and the neglected start-up each err by order k2/k_off.
worst = 0.0
for a in ACIDS:
    for fraction in (0.5, 0.25):
        y = full_kinetics(a, scaled_time(fraction, a, K), eps, K)
        error = abs((y[0] + y[2]) / (fraction * S0) - 1)
        worst = max(worst, error)
        assert error < 3 * eps

# The error must fall in proportion to k2/k_off.
a_mid = 1e-3
t_mid = scaled_time(0.5, a_mid, K)
errors = []
for ratio in (eps, eps / 10):
    y = full_kinetics(a_mid, t_mid, ratio, K)
    errors.append((y[0] + y[2]) / (0.5 * S0) - 1)
error_ratio = errors[0] / errors[1]
assert 9 < error_ratio < 11

# Lag of the bound population behind equilibrium.
y = full_kinetics(a_mid, t_mid, 1e-3, K)
p, h, c = y[:3]
c_eq = bound_density(a_mid, p + c, K)
lag_numeric = c / c_eq - 1
lag_formula = -1e-3 * K * (K + p) / (h + p + K)**2
assert abs(lag_numeric / lag_formula - 1) < 0.02

# Late apparent rate from full kinetics, with 0.1 percent of groups left.
late_rates = []
for a in ACIDS:
    y = full_kinetics(a, scaled_time(1e-3, a, K), eps, K)
    s = y[0] + y[2]
    late = y[2] / s
    late_rates.append(late)
    assert abs(late / (a / (K + a)) - 1) < eps + s / (K + a)

# Initial limits and the initial reaction order in total acid.
assert abs(bound_density(1e-8, S0, K) / (1e-8 * S0 / (K + S0)) - 1) < 1e-4
assert abs(bound_density(100.0, S0, K) / S0 - 1) < 1e-4
orders = []
for a in ACIDS:
    c = bound_density(a, S0, K)
    p, h = S0 - c, a - c
    order = a * p / (c * (h + p + K))
    step = 1e-4
    numeric = np.log(bound_density(a * (1 + step), S0, K)
                     / bound_density(a * (1 - step), S0, K))
    numeric /= np.log((1 + step) / (1 - step))
    assert abs(order - numeric) < 1e-6
    orders.append(order)

# Without fast protonation (k_off = k2) both limits survive, slope changed.
slope_equal = slow_eigenvalue(1e-4, 1.0, 1.0) / 1e-4
plateau_equal = slow_eigenvalue(1e4, 1.0, 1.0)
assert abs(slope_equal - 1.0 / (1.0 + 1.0)) < 1e-3
assert abs(plateau_equal - 1) < 1e-3


# Activation energy from eigenvalues of the full late-stage rate matrix.
def late_rate_at(temp, a):
    off = barrier_rate(temp, G_OFF)
    cleave = barrier_rate(temp, G_CLEAVE)
    scaled = slow_eigenvalue(a / dissociation_density(temp), 1.0,
                             cleave / off)
    return off * scaled


activation = []
for a in ACIDS:
    dT = 1e-4
    numeric = T**2 * np.log(late_rate_at(T + dT, a)
                            / late_rate_at(T - dT, a)) / (2 * dT)
    formula = T + G_CLEAVE - B * K / (K + a)
    assert abs(numeric - formula) < 1e-3
    activation.append(formula)

print(f"thermal energy T = {T:.3f} eV = {T*const.e/const.k:.1f} K")
print(f"cleavage barrier G = {G_CLEAVE:.2f} eV")
print(f"proton release barrier G_off = {G_OFF:.2f} eV")
print(f"binding free energy B = {B:.2f} eV")
print(f"reference density n0 = {N_REF:.3f} 1/A^3")
print(f"initial group density s0 = {S0:.4f} 1/A^3")
print(f"dissociation density K = {K:.4e} 1/A^3")
print(f"plateau hbar*k2 = {k2:.4e} eV; k2 = {k2/HBAR_EV_S:.4e} 1/s")
print(f"hbar*k_off = {k_off:.4e} eV")
print(f"hbar*k_on = {k_on:.4e} eV A^3")
print(f"k2/k_off = {eps:.3e} (dimensionless)")
print(f"initial low-acid slope hbar*k2/(K+s0) = {k2/(K+S0):.4e} eV A^3")
print(f"late low-acid slope hbar*k2/K = {k2/K:.4e} eV A^3")
for i, a in enumerate(ACIDS):
    c = bound_density(a, S0, K)
    half, three = scaled_time(0.5, a, K), scaled_time(0.25, a, K)
    print(f"acid a = {a:.0e} 1/A^3: bound c = {c:.4e}, "
          f"free h = {a-c:.4e} 1/A^3")
    print(f"  initial k_app/k2 = {c/S0:.5f}, late limit = {a/(K+a):.5f}, "
          f"late from full kinetics = {late_rates[i]:.5f}")
    print(f"  initial k_app = {c/S0*k2/HBAR_EV_S:.4e} 1/s, "
          f"late k_app = {a/(K+a)*k2/HBAR_EV_S:.4e} 1/s")
    print(f"  order in acid: initial = {orders[i]:.4f}, "
          f"late = {K/(K+a):.4f}")
    print(f"  k2*t_half = {half:.4f}, t_half = {half*HBAR_EV_S/k2:.2f} s, "
          f"t_threequarter/t_half = {three/half:.4f}")
    print(f"  late activation energy = {activation[i]:.4f} eV")
print(f"largest relative error in remaining groups = {worst:.2e}")
print(f"error ratio for tenfold faster protonation = {error_ratio:.2f}")
print(f"lag at k2/k_off=0.001, a=0.001 1/A^3, half conversion: "
      f"numeric {lag_numeric:.4e}, formula {lag_formula:.4e}")
print(f"k_off=k2: low-acid slope/(k2/K) = {slope_equal:.4f}, "
      f"plateau/k2 = {plateau_equal:.4f}")
print("checks complete")
```

It prints:

```
thermal energy T = 0.032 eV = 371.3 K
cleavage barrier G = 1.05 eV
proton release barrier G_off = 0.85 eV
binding free energy B = 0.08 eV
reference density n0 = 0.010 1/A^3
initial group density s0 = 0.0020 1/A^3
dissociation density K = 8.2085e-04 1/A^3
plateau hbar*k2 = 2.8621e-17 eV; k2 = 4.3483e-02 1/s
hbar*k_off = 1.4826e-14 eV
hbar*k_on = 1.8062e-11 eV A^3
k2/k_off = 1.930e-03 (dimensionless)
initial low-acid slope hbar*k2/(K+s0) = 1.0146e-14 eV A^3
late low-acid slope hbar*k2/K = 3.4867e-14 eV A^3
acid a = 1e-05 1/A^3: bound c = 7.0827e-06, free h = 2.9173e-06 1/A^3
  initial k_app/k2 = 0.00354, late limit = 0.01204, late from full kinetics = 0.01198
  initial k_app = 1.5399e-04 1/s, late k_app = 5.2335e-04 1/s
  order in acid: initial = 0.9990, late = 0.9880
  k2*t_half = 157.1531, t_half = 3614.15 s, t_threequarter/t_half = 1.6826
  late activation energy = 1.0030 eV
acid a = 1e-04 1/A^3: bound c = 7.0158e-05, free h = 2.9842e-05 1/A^3
  initial k_app/k2 = 0.03508, late limit = 0.10860, late from full kinetics = 0.10822
  initial k_app = 1.5253e-03 1/s, late k_app = 4.7220e-03 1/s
  order in acid: initial = 0.9893, late = 0.8914
  k2*t_half = 15.9524, t_half = 366.87 s, t_threequarter/t_half = 1.6941
  late activation energy = 1.0107 eV
acid a = 1e-03 1/A^3: bound c = 6.2601e-04, free h = 3.7399e-04 1/A^3
  initial k_app/k2 = 0.31300, late limit = 0.54919, late from full kinetics = 0.54871
  initial k_app = 1.3610e-02 1/s, late k_app = 2.3880e-02 1/s
  order in acid: initial = 0.8544, late = 0.4508
  k2*t_half = 1.9010, t_half = 43.72 s, t_threequarter/t_half = 1.8092
  late activation energy = 1.0459 eV
acid a = 1e-02 1/A^3: bound c = 1.8177e-03, free h = 8.1823e-03 1/A^3
  initial k_app/k2 = 0.90883, late limit = 0.92414, late from full kinetics = 0.92412
  initial k_app = 3.9518e-02 1/s, late k_app = 4.0184e-02 1/s
  order in acid: initial = 0.1092, late = 0.0759
  k2*t_half = 0.7587, t_half = 17.45 s, t_threequarter/t_half = 1.9939
  late activation energy = 1.0759 eV
largest relative error in remaining groups = 1.66e-03
error ratio for tenfold faster protonation = 10.00
lag at k2/k_off=0.001, a=0.001 1/A^3, half conversion: numeric -2.9140e-04, formula -2.9142e-04
k_off=k2: low-acid slope/(k2/K) = 0.5000, plateau/k2 = 0.9999
checks complete
```
